# Why two-component fermions in 2+1 dimensions have no gamma5: verification in Python

```python
"""Two-component Dirac fermions in 2+1 dimensions.

Result under test: the product of the three gamma matrices is a number times
the identity, no matrix anticommutes with all three, and the mass term breaks
reflection R (x1 -> -x1) and time reversal T.
H(p) = a1 p1 + a2 p2 + m b, with a1, a2, b the Pauli matrices s1, s2, s3.
In a magnetic field B, with charge q, speed v and mass energy Delta, the levels
are Delta*sgn(qB) and +-sqrt(Delta^2 + 2 n v^2 hbar |qB|), n = 1, 2, ...
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

one = np.eye(2, dtype=complex)
s1 = np.array([[0, 1], [1, 0]], dtype=complex)
s2 = np.array([[0, -1j], [1j, 0]])
s3 = np.diag([1, -1]).astype(complex)


def solution_count(pairs):
    """Dimension of the space of matrices X with X A = B X for all (A, B)."""
    size = pairs[0][0].shape[0]
    unit = np.eye(size)
    rows = [np.kron(unit, A.T) - np.kron(B, unit) for A, B in pairs]
    singular = np.linalg.svd(np.vstack(rows), compute_uv=False)
    return int(np.sum(singular < 1e-9))


# Clifford algebra, in the standard basis and in a random basis
gammas = [s3, s3 @ s1, s3 @ s2]
metric = np.diag([1, -1, -1])
rng = np.random.default_rng(4)
S = 2 * one + 0.5 * (rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))
rotated = [S @ g @ np.linalg.inv(S) for g in gammas]
for basis in (gammas, rotated):
    for i in range(3):
        for j in range(3):
            anti = basis[i] @ basis[j] + basis[j] @ basis[i]
            assert np.allclose(anti, 2 * metric[i, j] * one)
    product = basis[0] @ basis[1] @ basis[2]
    assert np.allclose(product, -1j * one)
    assert solution_count([(g, -g) for g in basis]) == 0
n_two = solution_count([(g, -g) for g in gammas])
product = gammas[0] @ gammas[1] @ gammas[2]
flipped = [-g for g in gammas]
product_flipped = flipped[0] @ flipped[1] @ flipped[2]
assert np.allclose(product_flipped, 1j * one)

# Contrast: four-component gammas in 3+1 dimensions, and two species in 2+1
dirac4 = [np.kron(s3, one)] + [np.kron(1j * s2, s) for s in (s1, s2, s3)]
n_four = solution_count([(g, -g) for g in dirac4])
product4 = dirac4[0] @ dirac4[1] @ dirac4[2] @ dirac4[3]
assert all(np.allclose(product4 @ g, -g @ product4) for g in dirac4)
doubled = [np.kron(g, s3) for g in gammas]
n_doubled = solution_count([(g, -g) for g in doubled])
for X in (np.kron(one, s1), np.kron(one, s2)):
    assert all(np.allclose(X @ g, -g @ X) for g in doubled)
assert (n_four, n_doubled) == (1, 2)

# Symmetry: (antilinear?, sign for a1, sign for a2, sign for b)
symmetries = {
    "R": (False, -1, 1, 1), "T": (True, -1, -1, 1),
    "C": (True, 1, 1, -1), "RT": (True, 1, -1, 1),
    "CR": (True, -1, 1, -1), "CT": (False, -1, -1, -1),
    "CRT": (False, 1, -1, -1),
}


def symmetry_count(name, matrices):
    """Number of independent spinor matrices that realise the symmetry."""
    antilinear, *signs = symmetries[name]
    pairs = [((M.conj() if antilinear else M), sign * M)
             for M, sign in zip(matrices, signs)]
    return solution_count(pairs)


counts = {name: (symmetry_count(name, [s1, s2]),
                 symmetry_count(name, [s1, s2, s3])) for name in symmetries}
for name, (massless, massive) in counts.items():
    assert massless == 1
    assert massive == (1 if name in ("C", "RT", "CRT") else 0)

# Two species: masses of opposite sign or of equal sign
kinetic = [np.kron(s1, one), np.kron(s2, one)]
species = {}
for label, mass_matrix in (("opposite", np.kron(s3, s3)),
                           ("equal", np.kron(s3, one))):
    species[label] = [symmetry_count(n, kinetic + [mass_matrix])
                      for n in ("R", "T")]
assert min(species["opposite"]) > 0 and max(species["equal"]) == 0


# Rotation generator s3/2, and the spin of the positive-energy rest state
def hamiltonian(p, m):
    return p[0] * s1 + p[1] * s2 + m * s3


angle, momentum = 0.7, np.array([0.4, -1.1])
turn = np.array([[np.cos(angle), -np.sin(angle)],
                 [np.sin(angle), np.cos(angle)]])
U = expm(-1j * angle * s3 / 2)
assert np.allclose(U @ hamiltonian(momentum, 0.3) @ U.conj().T,
                   hamiltonian(turn @ momentum, 0.3))
half_turn = expm(-1j * np.pi * s3 / 2)
assert np.allclose(half_turn @ hamiltonian(momentum, 0.3) @ half_turn.conj().T,
                   hamiltonian(-momentum, 0.3))
spins = {}
for m in (1, -1):
    state = np.linalg.eigh(hamiltonian((0, 0), m))[1][:, -1]
    spins[m] = np.vdot(state, s3 @ state).real / 2
    assert np.isclose(spins[m], m / 2)

# Landau levels; x is in units of the magnetic length
speed, field, delta = 5.0e5, 2.0, 10.0
charge = -const.e
scale = speed * np.sqrt(const.hbar * const.e * field) / const.e * 1e3
length = np.sqrt(const.hbar / (const.e * field)) * 1e9


def landau_levels(mass, B):
    """Five levels nearest zero in meV, from the first-order Hamiltonian."""
    N = 80
    h = np.sqrt(2 * np.pi / N)
    index = np.arange(N)
    x = (index - (N - 1) / 2) * h
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    alternating = np.where(diff % 2 == 0, 1.0, -1.0)
    derivative = np.where(diff == 0, 0.0, alternating / (safe * h))
    p_squared = np.where(diff == 0, np.pi**2 / (3 * h**2),
                         2 * alternating / (safe * h)**2)
    Pi1 = -1j * derivative
    Pi2 = -np.sign(charge * B) * np.diag(x)
    H = scale * (np.kron(s1, Pi1) + np.kron(s2, Pi2))
    H = H + mass * np.kron(s3, np.eye(N))
    energy, states = np.linalg.eigh(H)
    # Grid artefacts have a large expectation value of p^2 + x^2
    oscillator = np.kron(one, p_squared + np.diag(x**2))
    spread = np.sum(states.conj() * (oscillator @ states), axis=0).real
    good = spread < 15
    chosen = energy[good]
    chosen = np.sort(chosen[np.argsort(abs(chosen))[:5]])
    low = abs(energy) < max(abs(chosen)) + 1e-6
    assert np.all(spread[low & ~good] > 25)
    return chosen


def formula_levels(mass, B):
    paired = [np.sqrt(mass**2 + 2 * n * scale**2) for n in (1, 2)]
    unpaired = mass * np.sign(charge * B)
    return np.sort([unpaired] + paired + [-E for E in paired])


cases = [(delta, field), (delta, -field), (-delta, -field)]
levels = [landau_levels(*case) for case in cases]
for case, found in zip(cases, levels):
    assert np.allclose(found, formula_levels(*case), atol=1e-6)
assert np.allclose(levels[0], levels[2], atol=1e-6)
assert abs(levels[0][2] - levels[1][2]) > delta

print("Clifford algebra (dimensionless)")
print(f"gamma0 gamma1 gamma2, diagonal entry: {product[0, 0].imag:+.0f} i")
print(f"same with all gammas reversed: {product_flipped[0, 0].imag:+.0f} i")
print("Independent matrices anticommuting with all gammas:")
print(f"  2+1 dimensions, two components: {n_two}")
print(f"  3+1 dimensions, four components: {n_four}")
print(f"  2+1 dimensions, two species: {n_doubled}")
print("Independent spinor matrices realising a symmetry:")
for name, (massless, massive) in counts.items():
    print(f"  {name:3s}: massless {massless}, massive {massive}")
print("Two species, number of matrices for R and for T:")
for label, (nR, nT) in species.items():
    print(f"  masses of {label} sign: R {nR}, T {nT}")
print("Spin of the positive-energy particle at rest (units of hbar):")
for m, spin in spins.items():
    print(f"  sign of m {m:+d}: spin {spin:+.1f}")
print("Landau-level example, charge q = -e")
print(f"speed v: {speed:.1e} m/s")
print(f"mass energy Delta: {delta:.1f} meV")
print(f"field magnitude: {field:.1f} T")
print(f"magnetic length: {length:.3f} nm")
print(f"energy scale v sqrt(hbar e |B|): {scale:.4f} meV")
print("Five levels nearest zero, from diagonalization (meV):")
for (mass, B), found in zip(cases, levels):
    text = "  ".join(f"{E:+.4f}" for E in found)
    print(f"  Delta {mass:+.0f} meV, B {B:+.0f} T: {text}")
shift = levels[1][2] - levels[0][2]
print(f"Unpaired level, change from B=+2 T to B=-2 T: {shift:+.4f} meV")
error = max(np.max(abs(found - formula_levels(*case)))
            for case, found in zip(cases, levels))
print(f"Largest difference from level formula below 1e-6 meV: {error < 1e-6}")
print("finished without a failed check")
```

It prints:

```
Clifford algebra (dimensionless)
gamma0 gamma1 gamma2, diagonal entry: -1 i
same with all gammas reversed: +1 i
Independent matrices anticommuting with all gammas:
  2+1 dimensions, two components: 0
  3+1 dimensions, four components: 1
  2+1 dimensions, two species: 2
Independent spinor matrices realising a symmetry:
  R  : massless 1, massive 0
  T  : massless 1, massive 0
  C  : massless 1, massive 1
  RT : massless 1, massive 1
  CR : massless 1, massive 0
  CT : massless 1, massive 0
  CRT: massless 1, massive 1
Two species, number of matrices for R and for T:
  masses of opposite sign: R 2, T 2
  masses of equal sign: R 0, T 0
Spin of the positive-energy particle at rest (units of hbar):
  sign of m +1: spin +0.5
  sign of m -1: spin -0.5
Landau-level example, charge q = -e
speed v: 5.0e+05 m/s
mass energy Delta: 10.0 meV
field magnitude: 2.0 T
magnetic length: 18.141 nm
energy scale v sqrt(hbar e |B|): 18.1413 meV
Five levels nearest zero, from diagonalization (meV):
  Delta +10 meV, B +2 T: -37.6354  -27.5356  -10.0000  +27.5356  +37.6354
  Delta +10 meV, B -2 T: -37.6354  -27.5356  +10.0000  +27.5356  +37.6354
  Delta -10 meV, B -2 T: -37.6354  -27.5356  -10.0000  +27.5356  +37.6354
Unpaired level, change from B=+2 T to B=-2 T: +20.0000 meV
Largest difference from level formula below 1e-6 meV: True
finished without a failed check
```
